# Why fixed plane-wave lists lose their cutoffs when a cell expands

## Question

I am relaxing a crystal with ultrasoft pseudopotentials and a variable cell. I tested two cutoffs at the starting volume: one for the orbitals, $E_c$, and a larger one for the density and the augmentation charge, $E_\rho$. The plane-wave lists are built once, at the start, and kept while the cell changes.

Suppose every edge grows by 10%. The input still contains the same two cutoffs, their ratio has not changed, and the number of plane waves is the same. I would therefore say that the final cell has the quality I tested. Is that right? If not, which part gets worse, what does it do to the stress, and is one calculation with rebuilt lists enough to repair it?

## Answer

No. The list stores integer indices, not kinetic energies. When the cell expands, the same integers stand for longer waves, and both cutoffs fall. The unchanged ratio means only that they fall together.

I use Hartree atomic units, so a plane wave has kinetic energy $G^2/2$. The pseudopotential functions are fixed in real space, the occupations are fixed, and $k$ points are fixed in reduced coordinates.

### What the strain does to the lists

Let a homogeneous deformation take $\mathbf r$ to $F\mathbf r$. If the columns of $A$ are the lattice vectors, the reciprocal vectors are the columns of $B=2\pi A^{-T}$. The new lattice is $FA$, so

$$
B'=2\pi(FA)^{-T}=F^{-T}B .
$$

A vector with fixed integers therefore becomes $\mathbf G'=F^{-T}\mathbf G$. The same holds for $\mathbf k+\mathbf G$.

For an isotropic strain, $F=\lambda\mathbf 1$ and $V/V_0=\lambda^3$. Then $G'^2=G^2/\lambda^2$, and since $\lambda^{-2}=(V/V_0)^{-2/3}$,

$$
E_c(V)=E_c^0\left(\frac{V}{V_0}\right)^{-2/3},\qquad
E_\rho(V)=E_\rho^0\left(\frac{V}{V_0}\right)^{-2/3}.
$$

Expansion lowers both cutoffs; compression raises both.

For a general strain, the sphere of retained vectors becomes an ellipsoid, and volume alone no longer decides the matter. Let $\sigma_{\max}$ be the largest singular value of $F$, that is, the largest factor by which it stretches any vector. From $\mathbf G=F^T\mathbf G'$ follows $|\mathbf G|\le\sigma_{\max}|\mathbf G'|$. A vector missing from the list had $G^2/2>E_c^0$, so after the strain it has

$$
\frac{G'^2}{2}>\frac{E_c^0}{\sigma_{\max}^2}.
$$

Every plane wave below this energy is still present, so the right-hand side is the guaranteed cutoff. The same factor applies to $E_\rho$.

A tetragonal strain that stretches one axis by 1.1 and shrinks the other two by $1/\sqrt{1.1}$ keeps the volume. Its guaranteed cutoff is nevertheless $1/1.1^2=0.826$ of the nominal one. For a large cubic list, with squared integer index up to 900, a direct search for the lowest missing vector gives 0.828. It lies higher than the bound because lattice vectors are discrete, and the gap widens for small lists: the orbital and density lists of the model below give 0.887 and 0.860. The $-2/3$ power is thus the isotropic law, not a law for every cell change.

### Why the old accuracy does not travel with the list

The required cutoff is set by lengths near the atoms, such as the width of a projector or of an augmentation function. These lengths do not grow with the cell. With one projector $\beta$ per ion, the ultrasoft overlap operator and the density are

$$
S=1+q|\beta\rangle\langle\beta|,\qquad
n(\mathbf r)=f\left[|\phi(\mathbf r)|^2+p^2Q(\mathbf r)\right],\qquad
p=\langle\beta|\phi\rangle .
$$

Here $f$ is the occupation, $\phi$ is a real orbital, even about the ion at the origin and normalized by $\langle\phi|S|\phi\rangle=1$, and $q=\int Q\,d^3r$. If $c_{\mathbf G}$ are the coefficients of $\phi$ in normalized plane waves, real because $\phi$ is real and even, the Fourier integral of the density over one cell is

$$
n(\mathbf G)=f\left[\sum_{\mathbf G'}c_{\mathbf G'}c_{\mathbf G'+\mathbf G}+p^2Q(\mathbf G)\right].
$$

The first term comes from the orbital list and reaches at most twice its radius, which is an energy of $4E_c$. The second term is the hard one, and the density list cuts it off.

Counting electrons does not reveal the damage. At $\mathbf G=0$ the formula gives $f(\sum c^2+qp^2)=f\langle\phi|S|\phi\rangle=f$, whatever the cutoff. The total charge is right while the shape of the augmentation charge is wrong.

**The orbital error.** Compare two nested orbital lists at the same cell and the same density list. Every trial orbital of the smaller list is also available in the larger one, so the minimum energy of the smaller list cannot be lower. The orbital error is therefore positive or zero.

To see why it tends to grow on expansion, add one missing plane wave with small amplitude $\delta$ and keep the potential frozen. To second order the energy changes by

$$
f(2R\delta+K\delta^2),\qquad
R=\langle\mathbf G|H-\varepsilon S|\phi\rangle,\qquad
K=\langle\mathbf G|H-\varepsilon S|\mathbf G\rangle\approx\frac{G^2}{2}.
$$

Setting the derivative to zero gives $\delta=-R/K$ and an energy gain of $fR^2/K$. This is what the missing wave costs. When the cell expands, that wave moves to smaller $G$: $K$ falls, and for a smooth pseudopotential the coupling $R$ normally rises. This is a leading-order argument, not a theorem for every potential.

**The augmentation error.** The density cutoff has no such variational rule, because changing it changes the energy functional itself. Take a Gaussian augmentation function of width $s$:

$$
Q(\mathbf r)=\frac{q}{(\pi s^2)^{3/2}}e^{-r^2/s^2},\qquad
Q(\mathbf G)=q\,e^{-s^2G^2/4}.
$$

Suppose that $E_\rho>4E_c$ and that the ionic charge is much smoother than $Q$. Beyond the density cutoff, only $n(\mathbf G)\approx fp^2Q(\mathbf G)$ is left. With $q_a=fqp^2$, the omitted electrostatic energy is

$$
\Delta E=\frac{2\pi}{V}\sum_{G>G_\rho}\frac{q_a^2e^{-s^2G^2/2}}{G^2},
\qquad G_\rho=\sqrt{2E_\rho}.
$$

If many vectors contribute, the sum becomes $V/(2\pi)^3$ times an integral with volume element $4\pi G^2dG$. The factors $G^2$ cancel, and the prefactor is $2\pi\cdot4\pi/(2\pi)^3=1/\pi$. Substituting $t=sG/\sqrt2$ then gives

$$
\Delta E\approx\frac{q_a^2}{\pi}\int_{G_\rho}^{\infty}e^{-s^2G^2/2}dG
=\frac{q_a^2}{\pi}\frac{\sqrt2}{s}\frac{\sqrt\pi}{2}\,
\mathrm{erfc}\!\left(\frac{sG_\rho}{\sqrt2}\right)
=\frac{q_a^2}{s\sqrt{2\pi}}\,\mathrm{erfc}\!\left(s\sqrt{E_\rho}\right).
$$

This positive energy is left out, so in a model with electrostatics only, like the one below, the error of the total energy is $-\Delta E$. With exchange and correlation the truncation also changes that term, which this estimate does not cover, so the sign of the total error is then not fixed by this argument. The estimate keeps $p$ fixed, which is sufficient to first order. For $s\sqrt{E_\rho}\gg1$ the error is negligible and a modest expansion is harmless. When $s\sqrt{E_\rho}$ is near 2 or below, the expansion is felt.

### A calculation with both cutoffs

Consider a cubic cell of edge $a$ with one ion and two electrons in one orbital at $\Gamma$. The ion has charge $Z=2$ spread as a Gaussian, $N(\mathbf G)=Z\,e^{-r_c^2G^2/4}$. The projector is $\beta(r)=(\pi w^2)^{-3/4}e^{-r^2/2w^2}$. The energy is

$$
E=T+fDp^2+E_{es}+E_{ii},\qquad
T=f\sum_{\mathbf G}\frac{G^2}{2}c_{\mathbf G}^2,
$$

$$
E_{es}=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{n^2-2nN}{G^2},\qquad
E_{ii}=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{N^2}{G^2}.
$$

The cell is neutral, so $\mathbf G=0$ is omitted. $E_{ii}$ is summed to convergence separately and contains a constant ionic self-energy, so the zero of energy has no significance. Exchange and correlation are left out: this is a self-consistent Hartree model, not a particular material.

The parameters are $w=r_c=0.7$ bohr, $s=0.25$ bohr, $q=0.5$ and $D=0.5$ hartree. The lists are built at $a=7.0$ bohr with $E_c=8$ and $E_\rho=64$ hartree. At $a=7.7$ bohr,

$$
\frac{V}{V_0}=1.1^3=1.331,\qquad
E_c=\frac{8}{1.21}=6.61,\qquad
E_\rho=\frac{64}{1.21}=52.9\ \text{hartree}.
$$

Errors are measured at each cell against cutoffs of 20 and 200 hartree. The orbital error is isolated by using the large density list; the augmentation error is the further change on returning to the small one.

- At 6.3 bohr, the kept lists give an orbital error of about $+0.01$ mHa and an augmentation error of $-0.19$ mHa.
- At 7.0 bohr, the errors are $+0.06$ and $-0.55$ mHa.
- At 7.7 bohr, they are $+0.21$ and $-1.22$ mHa.

Raising the reference cutoffs to 24 and 240 hartree at 7.7 bohr lowers the reference energy by 0.006 mHa. A larger orbital list can only lower the reference energy further, so the orbital errors above are lower bounds. The convergence is slow: cutoffs of 80 and 400 hartree lower the reference by about 0.016 mHa, and the orbital errors at the three cells become 0.03, 0.07 and 0.23 mHa. The one at 6.3 bohr doubles, but the shift is nearly the same at all three cells, so the growth on expansion is unaffected. The energy errors quoted below remain relative to the reference at 20 and 200 hartree.

The augmentation estimate can be followed by hand. At the start $p^2=0.2713$, so $q_a=2\times0.5\times0.2713=0.2713$, and $s\sqrt{E_\rho}=0.25\times8=2$. Hence

$$
\Delta E\approx\frac{0.2713^2}{0.25\sqrt{2\pi}}\,\mathrm{erfc}(2)
=0.11745\times0.004678=5.49\times10^{-4}\ \text{hartree}.
$$

The full calculation gives 0.548 mHa. After expansion the argument of erfc is 1.82; the estimate is 1.222 mHa and the full calculation gives 1.218 mHa. The loss of density cutoff explains the growth almost completely, since $p^2$ changes only from 0.271 to 0.275.

The two errors have opposite signs, so the net error at 7.7 bohr is $-1.01$ mHa, smaller in size than the augmentation error alone. A small net error is thus no proof that both lists are adequate. Raising only the orbital cutoff here would remove the positive part and make the total energy error larger in size.

### What the stress measures

The analytic stress is the derivative of the energy with the integer lists held fixed. Let $\eta=\ln a$, and let a prime mean $d/d\eta$ at fixed coefficients. Include the normalization through

$$
L=E(c,\eta)-f\varepsilon\left[c^TS(\eta)c-1\right].
$$

At self-consistency $L$ is stationary in $c$, so the response of the coefficients drops out:

$$
\frac{dE}{d\eta}=\left.\frac{\partial E}{\partial\eta}\right|_c
-f\varepsilon\,c^T\frac{\partial S}{\partial\eta}c .
$$

The last term is absent for a norm-conserving potential with $S=1$. Here $c^TSc=\sum c^2+qp^2$, so $c^TS'c=2qpp'$.

The remaining pieces follow from $(G^2)'=-2G^2$ and $V'=3V$. The kinetic energy gives $T'=-2T$. The projection is $p=V^{-1/2}\sum b(\mathbf G)c_{\mathbf G}$ with $b\propto e^{-w^2G^2/2}$, so

$$
p'=-\frac32p+V^{-1/2}\sum_{\mathbf G}w^2G^2\,b(\mathbf G)c_{\mathbf G}.
$$

The products $c_{\mathbf G'}c_{\mathbf G'+\mathbf G}$ do not change at fixed coefficients, which leaves

$$
n'=f\left[2pp'+\tfrac12p^2s^2G^2\right]Q(\mathbf G)
\ \text{ with } Q(\mathbf G)=q\,e^{-s^2G^2/4},\qquad
N'=\tfrac12r_c^2G^2N .
$$

The prefactor $1/(VG^2)$ scales as $a^{-1}$ and contributes $-E_{es}$ and $-E_{ii}$. Collecting the terms,

$$
\begin{aligned}
\frac{dE}{d\eta}={}&-2T+2fDpp'-E_{es}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{(n-N)n'-nN'}{G^2}\\
&-E_{ii}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{NN'}{G^2}
-2f\varepsilon qpp' .
\end{aligned}
$$

Since $dV=3V\,d\eta$, the pressure is $P=-(dE/d\eta)/(3V)$. At 7.0 bohr it is $-7.478$ GPa. Differencing self-consistent energies of slightly larger and smaller cells, with the same integer lists, gives the same value to the printed digits.

So the stress is right for the energy curve being followed, but that curve belongs to a basis whose cutoffs change with volume. Write $\delta(V)$ for the fixed-list energy minus the converged energy. Differentiating gives

$$
P_{\text{fixed}}-P_{\text{converged}}=-\frac{d\delta}{dV}.
$$

A positive orbital error that grows with volume makes the pressure too low and favours contraction. A negative augmentation error that grows in size does the opposite. At 7.7 bohr, relative to the large reference lists, the two parts are $-0.056$ and $+0.202$ GPa. Their sum is $+0.146$ GPa, which takes the pressure from $-4.488$ to $-4.342$ GPa. In this model the augmentation part wins; with a softer $Q$ or a higher $E_\rho$ it would shrink, and the orbital part could dominate.

The negative pressures mean that this model cell would rather contract. The expansion to 7.7 bohr is therefore an imposed strain, not a relaxation towards equilibrium.

### What rebuilding repairs, and what it does not

At a fixed cutoff, the number of orbital plane waves is approximately the volume of the cutoff sphere times the density of reciprocal vectors:

$$
N_{pw}\approx\frac{V}{(2\pi)^3}\,\frac{4\pi}{3}(2E_c)^{3/2}
=\frac{V(2E_c)^{3/2}}{6\pi^2}.
$$

The larger cell needs more waves for the same quality. Rebuilding at 7.7 bohr raises the orbital list from 365 to 485 waves and the density list from 8385 to 11075. These are factors of 1.33 and 1.32, close to the volume ratio. Your unchanged number of plane waves was therefore a sign of the lost cutoff, not of preserved quality.

After rebuilding, the orbital error falls from 0.21 to 0.05 mHa, and the augmentation error falls in size from 1.22 to 0.57 mHa. Both are again close to their values at the starting cell. Rebuilding has restored the nominal cutoffs, with whatever errors those cutoffs had.

The pressure shows the same limit. It moves from $-4.342$ to $-4.391$ GPa, while the reference is $-4.488$ GPa. The reference is itself a fixed-list stress at 20 and 200 hartree; at 60 and 300 hartree it moves by $+0.002$ GPa, to $-4.486$ GPa. The pressure errors are quoted relative to the reference at 20 and 200 hartree and carry this uncertainty. About 0.10 GPa of error remains, because the new stress is again a derivative at fixed lists, now the rebuilt ones. If $\delta$ has a slope at the nominal cutoffs, the stress has an error even on the day the lists are made. A small energy error at one volume does not bound that slope. For isotropic strain, kept lists change $\delta$ mainly through the cutoffs; with lists rebuilt at the nominal cutoffs, the errors show no trend between 6.3 and 7.7 bohr, only scatter as shells of plane waves enter (0.04 to 0.06 mHa for the orbital part, $-0.53$ to $-0.57$ mHa for the augmentation part). Since $d\ln E_c/dV=d\ln E_\rho/dV=-2/(3V)$, this gives, averaged over shells of plane waves, $P_{\text{fixed}}-P_{\text{converged}}\approx\frac{2}{3V}\left(\frac{\partial\delta}{\partial\ln E_c}+\frac{\partial\delta}{\partial\ln E_\rho}\right)$. What must be small is the rate at which the energy changes with each cutoff.

For your relaxation, this means:

1. Rebuild both lists at the final cell and compute the stress again. If it has moved outside your tolerance, continue the relaxation from there, and repeat until a rebuild no longer matters. This removes the effect of outdated lists, but not the stress error that belongs to the nominal cutoffs themselves. A single energy calculation with new lists restores the nominal cutoffs for the energy at that cell, but leaves the cell where the old stress put it.
2. Check the stress itself against $E_c$ and $E_\rho$, raising each separately. Otherwise errors of opposite sign can hide each other.
3. If you can bound the expansion beforehand, build the first lists with both cutoffs multiplied by $(V_{\max}/V_0)^{2/3}$, or by the largest expected $\sigma_{\max}^2$ for a general strain. Here the factor is 1.21, so starting with 9.68 and 77.4 hartree would leave 8 and 64 hartree at 7.7 bohr.

If the lists are instead rebuilt at every step, the nominal cutoffs do hold throughout. The price is that plane waves enter in groups as the cell grows, so the energy can jump between steps, and the analytic stress does not include those jumps. For small strains, either procedure is adequate once both the energy and the stress are converged with respect to the two cutoffs.

The numerical output below gives the values for all three cells and for the rebuilt lists.

## Table of computed values

```
Guaranteed cutoff / nominal cutoff (dimensionless):
  isotropic, edge x 1.1: V/V0 1.3310, law 0.8264, search 0.8274
  tetragonal, constant volume: V/V0 1.0000, law 0.8264, search 0.8277
  simple shear 0.15: V/V0 1.0000, law 0.8608, search 0.8652
Model: Z 2, electrons 2, q 0.5, bare D 0.5 Ha
Widths (bohr): projector 0.7, augmentation 0.25, ion 0.7
Start: a 7.0 bohr, Ec 8.0 Ha, Erho 64.0 Ha
Reference cutoffs: Ec 20.0 Ha, Erho 200.0 Ha
Largest squared index: orbital 19, density 158
Fixed sets, a 6.3 bohr, V/V0 0.7290:
  effective Ec 9.877 Ha, Erho 79.01 Ha
  energy 0.997405 Ha, reference 0.997583 Ha
  orbital error 0.0133 mHa
  augmentation error -0.1922 mHa, estimate -0.1926 mHa
  net error -0.1789 mHa, projection squared 0.2685
Fixed sets, a 7.0 bohr, V/V0 1.0000:
  effective Ec 8.000 Ha, Erho 64.00 Ha
  energy 1.028692 Ha, reference 1.029184 Ha
  orbital error 0.0564 mHa
  augmentation error -0.5483 mHa, estimate -0.5494 mHa
  net error -0.4919 mHa, projection squared 0.2713
Fixed sets, a 7.7 bohr, V/V0 1.3310:
  effective Ec 6.612 Ha, Erho 52.89 Ha
  energy 1.050736 Ha, reference 1.051742 Ha
  orbital error 0.2123 mHa
  augmentation error -1.2181 mHa, estimate -1.2218 mHa
  net error -1.0058 mHa, projection squared 0.2749
Orbital energy at start: star basis -0.072423 Ha, full basis -0.072423 Ha
Pressure at start: analytic -7.4783 GPa, fixed-set difference -7.4783 GPa
Rebuilt sets at a 7.7 bohr: squared indices 24 and 192
  orbital plane waves: 365 -> 485
  density plane waves: 8385 -> 11075
  orbital error 0.0510 mHa
  augmentation error -0.5747 mHa
  net error -0.5238 mHa
Pressures at a 7.7 bohr (GPa):
  reference -4.4875
  fixed sets -4.3416
  rebuilt sets -4.3905
  fixed sets, orbital part of error -0.0556
  fixed sets, augmentation part of error 0.2015
Reference change at Ec 24 Ha, Erho 240 Ha: -0.00603 mHa
Starting cutoffs that keep nominal values up to a 7.7 bohr: Ec 9.68 Ha, Erho 77.44 Ha
```
